# How Density-Dependent Polarizability Changes the Clausius-Mossotti Sensitivity of the Permittivity

## Definitions and conventions

Gaussian units are used. An isotropic dielectric has relative permittivity $k$, defined by $D=kE=E+4\pi P$, so that $P=(k-1)E/4\pi$. It contains $N$ polarizable units per volume, each with an induced dipole $\alpha E_{\rm loc}$, where $E_{\rm loc}$ is the field at the unit due to everything except itself. At fixed composition $N$ is proportional to the mass density $\rho$.

The response of the polarizability to density is described by

$$s=-\frac{d\ln\alpha}{d\ln\rho}.$$

If $\alpha\propto\rho^{-s}$ over a range, $s$ is constant there. The result below needs only the local slope. "Sensitivity" means $dk/d\ln\rho=\rho\,dk/d\rho$, the change of $k$ per fractional change of density. The claim is

$$\boxed{\frac{dk}{d\ln\rho}=(1-s)\frac{(k-1)(k+2)}{3}}$$

for a uniform and isotropic density change. The fixed-polarizability value is the same expression with $s=0$, compared at the same $k$.

Both derivations use the field inside a uniformly polarized sphere. Such a sphere is a pair of balls of charge density $\pm\rho_q$ displaced by $\mathbf d$, with $\mathbf P=\rho_q\mathbf d$. By Gauss's law each ball has the interior field $\pm 4\pi\rho_q\mathbf r/3$, with $\mathbf r$ measured from its own centre. The sum is

$$\frac{4\pi\rho_q}{3}\left[(\mathbf r-\mathbf d)-\mathbf r\right]=-\frac{4\pi}{3}\mathbf P .$$

## First derivation: the local field in the bulk

Draw a sphere around one unit, large compared with the molecular spacing. The macroscopic field $E$ is the field of the matter outside the sphere and of distant sources, plus the field $-4\pi P/3$ of the smoothed matter inside. The outside part alone is therefore $E+4\pi P/3$.

The discrete dipoles inside must now be put back. A dipole $p$ along $z$ at separation $\mathbf r$ produces the $z$ field $p(3z^2-r^2)/r^5$. In cubic or statistically isotropic surroundings the average of $z^2$ at fixed $r$ is $r^2/3$, so these contributions cancel. For a disordered medium this is a mean-field statement: every dipole is given its average value. Fluctuations of the near field are thereby dropped. For point dipoles solved self-consistently on hard-sphere configurations with $k=2.7$ and $s=0.30$, they raise the sensitivity by about 3 percent at packing fraction 0.42 and about 10 percent at 0.30.

For later use, let the coefficient of $4\pi P$ be $\lambda$, which is $1/3$ here:

$$E_{\rm loc}=E+4\pi\lambda P .$$

Substitution in $P=N\alpha E_{\rm loc}$ gives $P(1-4\pi\lambda N\alpha)=N\alpha E$. The susceptibility $\chi=P/E$ then obeys

$$\frac1\chi=\frac1{N\alpha}-4\pi\lambda .$$

Since $N\alpha\propto\rho\,\alpha$, its logarithmic derivative is $1-s$. With $\lambda$ fixed,

$$-\frac{1}{\chi^2}\frac{d\chi}{d\ln\rho}=-\frac{1-s}{N\alpha},
\qquad
\frac{d\chi}{d\ln\rho}=(1-s)\chi^2\left(\frac1\chi+\frac{4\pi}{3}\right).$$

The last bracket is $1/N\alpha$ at $\lambda=1/3$. Multiplying by $4\pi$ and using $4\pi\chi=k-1$,

$$\frac{dk}{d\ln\rho}=(1-s)(k-1)\left(1+\frac{k-1}{3}\right)
=(1-s)\frac{(k-1)(k+2)}3 .$$

The factor $k-1$ is the response already present. The factor $(k+2)/3=E_{\rm loc}/E$ is the local-field enhancement.

## Second derivation: the dipole of a compressed sphere

Take a macroscopic sphere of radius $R$ containing $M$ units, in vacuum, in a uniform applied field $E_0$. Its total dipole $p$ can be written in two ways.

First, count molecules. Around a unit well inside the sphere draw a smaller sphere. The dipoles within it cancel by symmetry. The matter between the two spheres acts as the large polarized sphere minus the small one, with field $-4\pi P/3+4\pi P/3=0$. Each unit therefore feels $E_0$, apart from those near the surface, whose fraction vanishes as the sphere grows:

$$p=M\alpha E_0 .$$

Second, treat the sphere as a continuum. For later use let its permittivity be $\epsilon_i$ and that of the surroundings $\epsilon_o$. The potential is $-E_i r\cos\theta$ inside and $-E_0r\cos\theta+q\cos\theta/r^2$ outside. Continuity of the potential and of the normal component of $D$ at $r=R$ requires

$$E_i=E_0-\frac q{R^3},\qquad
\epsilon_iE_i=\epsilon_o\left(E_0+\frac{2q}{R^3}\right).$$

Replacing $q/R^3$ by $E_0-E_i$ gives $\epsilon_iE_i=\epsilon_o(3E_0-2E_i)$, or

$$E_i=\frac{3\epsilon_o}{\epsilon_i+2\epsilon_o}E_0 .$$

For $\epsilon_i=k$ and $\epsilon_o=1$, $q$ is the dipole:

$$p=R^3(E_0-E_i)=R^3\frac{k-1}{k+2}E_0 .$$

Now compress the sphere uniformly at fixed $M$ and $E_0$. The molecular expression gives $d\ln p=-s\,d\ln\rho$. In the continuum expression $R^3\propto1/\rho$, and

$$d\ln\frac{k-1}{k+2}=\left(\frac1{k-1}-\frac1{k+2}\right)dk=\frac{3\,dk}{(k-1)(k+2)} .$$

Equating the two changes,

$$-s\,d\ln\rho=-d\ln\rho+\frac{3\,dk}{(k-1)(k+2)},$$

which rearranges to the boxed result. With fixed polarizability, compression leaves the sphere's dipole unchanged, and $k$ must rise because the same dipole occupies less volume. With $s=1$ the dipole shrinks in proportion to the volume and $k$ stays constant. With $s>1$ densification lowers $k$.

## What each derivation assumes

Both assume linear response, point dipoles without overlap, identical mean surroundings and an isotropic density change. Equating the two expressions for $p$, with $M=4\pi R^3N/3$, gives the Clausius-Mossotti relation

$$x\equiv\frac{k-1}{k+2}=\frac{4\pi}{3}N\alpha ,$$

which the first derivation contains as $1/\chi=1/N\alpha-4\pi/3$. A finite positive response requires $x<1$.

They differ in how the macroscopic field enters. The bulk derivation needs a separation of $E$ into near and far parts, but no boundary. It also keeps $\lambda$ explicit, so it can be extended to anisotropic strain. The sphere derivation needs only the applied field at the molecules. In exchange it requires that $k$ describe the matter up to its surface and that the body remain a sphere.

## Finite changes and several mechanisms

For constant $s$, $x=x_0(\rho/\rho_0)^{1-s}$ and $k=(1+2x)/(1-x)$. Differentiating the boxed result once more, with $d[(k-1)(k+2)]/dk=2k+1$, gives

$$\frac{d^2k}{d(\ln\rho)^2}=(1-s)^2\frac{(k-1)(k+2)(2k+1)}9 .$$

In the dilute limit $k\to1$ the sensitivity tends to $(1-s)(k-1)$: the local field no longer matters. For $k\gg1$ it grows as $(1-s)k^2/3$.

If electronic and ionic polarizabilities add, then $x=x_e+x_i$ with $dx_j/d\ln\rho=(1-s_j)x_j$. Dividing the sum by $x$ gives

$$s=\frac{x_es_e+x_is_i}{x}.$$

The refractive index $n$, measured above the ionic resonances, contains only $x_e$. Putting $k=n^2$ and $dk=2n\,dn$ in the boxed result,

$$\frac{dn}{d\ln\rho}=(1-s_e)\frac{(n^2-1)(n^2+2)}{6n}.$$

If the frequency dependence of the electronic part is neglected, an optical measurement thus yields $s_e$, which need not equal the static $s$.

## A quantum model in which $s$ can be calculated

Let an electron be bound by the potential $m\omega^2r^2/2$ inside a hard spherical wall of radius $R$, with $\rho\propto R^{-3}$. In the variable $\mathbf r/R$ the Hamiltonian is $\hbar^2/mR^2$ times an operator that depends only on $w=m\omega R^2/\hbar$. A field $F$ adds a term proportional to $eFR$. The second-order energy $-\alpha F^2/2$ therefore scales as $(eFR)^2$ divided by $\hbar^2/mR^2$:

$$\alpha=\frac{me^2R^4}{\hbar^2}\,g(w).$$

Because $w\propto\omega R^2$, $d\ln\alpha/d\ln R=4+2\,d\ln g/d\ln w$, and $d\ln g/d\ln w=\partial\ln\alpha/\partial\ln\omega$ at fixed $R$. With $d\ln\rho=-3\,d\ln R$,

$$s=\frac13\left(4+2\frac{\partial\ln\alpha}{\partial\ln\omega}\right).$$

Without the harmonic binding, $s=4/3$. In a wide cell $\alpha=e^2/m\omega^2$, the derivative is $-2$, and $s=0$.

For $\hbar\omega=4$ eV and one electron per cell volume $4\pi R^3/3$, numerical solution gives $s=1.10$ at $R=0.25$ nm, $0.56$ at $0.35$ nm and $0.0002$ at $0.60$ nm. The sensitivities, found by changing $R$ directly, are $-0.058$, $0.218$ and $0.102$. In the narrowest cell the wall reduces $\alpha$ faster than compression raises $N$, so $k$ falls. This model shows how $s$ arises from confinement; it does not represent a particular dielectric.

## Worked example: an organosilicate film

Take $k=2.7$, $n=1.40$ and density $1.3$ g/cm³, rough typical values for an organosilicate interlayer dielectric. The exponents $s_e=0.2$ and $s_i=0.5$ are chosen, not measured. Then

$$x=\frac{1.7}{4.7}=0.3617,\qquad x_e=\frac{0.96}{3.96}=0.2424,\qquad x_i=0.1193,$$

$$s=\frac{0.2424(0.2)+0.1193(0.5)}{0.3617}=0.299 .$$

The fixed-polarizability sensitivity is $(1.7)(4.7)/3=2.663$. Multiplication by $1-s=0.701$ gives $1.867$.

For a 2 percent density increase, $\ln1.02=0.0198$ and the linear estimate is $\Delta k=0.03698$. The full two-mechanism expression gives $0.03754$; the remainder, about $0.0006$, comes mostly from the curvature above. Fixed polarizability would give $0.0539$ for the same step.

Consider two lines 40 nm high and 20 nm apart, treated as parallel plates without fringing fields. The sidewall capacitance per length is $\epsilon_0k(40/20)=47.8$ aF/µm in SI form. At fixed geometry it rises by $0.66$ aF/µm, or 1.4 percent, instead of $0.95$ aF/µm, or 2.0 percent.

## When the density change is not isotropic or uniform

**A clamped film.** A film attached to a substrate shrinks mainly in thickness. Let $z\to(1-\eta)z$ with small $\eta=d\ln\rho$, and let the neighbours follow the strain from an isotropic pair distribution $g_2(r)$. A neighbour now at distance $r$ and direction cosine $\mu=z/r$ was originally at $r(1+\eta\mu^2)$. The distribution changes by $\eta r\mu^2g_2'(r)$, and the near dipoles no longer cancel. For $P$ along $z$ their field is

$$P\eta\int_0^\infty g_2'(r)\,dr\int d\Omega\,\mu^2(3\mu^2-1)
=4\pi P\eta\left(\frac35-\frac13\right)=4\pi P\,\frac{4\eta}{15}.$$

The radial integral is 1 because $g_2$ rises from 0 to 1. Hence $\lambda_z=1/3+4\eta/15$. The dipole field has zero trace, so the three values of $\lambda$ still add to 1, and each in-plane value changes by $-2\eta/15$.

Differentiating $1/\chi=1/N\alpha-4\pi\lambda$ with $\lambda$ variable adds $4\pi\chi^2\,d\lambda/d\ln\rho$ to $d\chi/d\ln\rho$. The corresponding addition to $dk/d\ln\rho$ is $(k-1)^2d\lambda/d\ln\rho$. If $\alpha$ remains isotropic with the same $s$,

$$\frac{dk_z}{d\ln\rho}=1.867+\frac{4(1.7)^2}{15}=2.638,\qquad
\frac{dk_\parallel}{d\ln\rho}=1.867-\frac{2(1.7)^2}{15}=1.482 .$$

These differ from the isotropic result by $+41$ and $-21$ percent. The normal-field value almost equals the fixed-polarizability value $2.663$, so a plate-capacitor measurement on this model film would suggest an $s$ near zero ($0.01$ in mean field) although $s=0.30$. The field between neighbouring lines is in-plane, so it probes a different component from the plate capacitor. That this component is the smaller one follows only from the assumption of an isotropic $\alpha$, and material in a narrow trench is not strained like a blanket film. In an ordered lattice the effect can be much larger or smaller: for compression along a cube axis the slope of $\lambda_z$ is $1.01$ in a simple cubic lattice and $0.063$ in a face-centred cubic one, against $4/15=0.267$.

**Closing pores.** Suppose instead that density rises because a small volume fraction $f$ of spherical voids disappears from an otherwise unchanged solid. The sphere formula with $\epsilon_i=1$ and $\epsilon_o=k$ gives the void field $3kE/(2k+1)$. The average of $D-kE$ comes only from the voids, so

$$(k_{\rm eff}-k)E=f(1-k)\frac{3k}{2k+1}E .$$

Since $d\ln\rho=-df$ at small $f$,

$$\frac{dk}{d\ln\rho}=\frac{3k(k-1)}{2k+1}=2.152 .$$

Dividing by $(k-1)(k+2)/3$ and subtracting from 1 gives the apparent exponent

$$s_{\rm app}=1-\frac{9k}{(2k+1)(k+2)}=\frac{2(k-1)^2}{(2k+1)(k+2)}=0.192 .$$

No molecular polarizability has changed. A fitted $s$ therefore has a molecular meaning only if the way in which the density changed is known.

## Reading the numbers for a real film

Real films of this class are clamped and often porous, so the assumption of isotropic uniform densification is often broken. Their bonded network is also not a set of separate point dipoles, so $s$ is an effective exponent. For the 2 percent step, the linear estimates are $0.037$ for isotropic compression, $0.052$ and $0.029$ for thickness-only shrinkage with normal and in-plane fields, and $0.043$ for the closure of pores that fill only a small fraction of the film. Strain-induced anisotropy of $\alpha$ is left out and can reverse the order of the two clamped values. It adds $\tfrac13(k-1)(k+2)\,d\ln(\alpha_z/\alpha_\parallel)/d\eta$ to their difference $\tfrac25(k-1)^2$, so at $k=2.7$ a slope below $-0.43$ is enough. Fused silica shows the reversed order at optical frequencies: with $n\approx1.46$ and the photoelastic constants $p_{11}\approx0.12$ and $p_{12}\approx0.27$, the sensitivities are $n^4p_{11}\approx0.55$ along the compression and $n^4p_{12}\approx1.2$ across it. The clamped values above are therefore not predictions for a bonded network.

Absorbed water can matter as much. If its dipoles rotate freely and the Lorentz field is also used to orient them, it adds $(4\pi/3)N_w(\alpha_w+\mu_w^2/3k_BT)$ to $x$. This is only a rough estimate, because part of that field follows the dipole and cannot turn it. For 0.1 percent by mass at 300 K, with the rough values $\mu_w=1.9$ D and $\alpha_w=1.5$ Å³, the expression gives $\Delta k\approx0.04$; dipoles that cannot turn would contribute only through $\alpha_w$. A measured change in $k$ thus cannot be assigned to density unless the water content is controlled.

Heating by 100 K with an assumed isotropic volume expansion of 40 ppm/K changes $k$ by about $-0.007$, without the explicit temperature dependence of $\alpha$. Compression by the field is negligible here. At fixed field, a fractional density increase $\eta$ gains the energy density $(\epsilon_0E^2/2)(dk/d\ln\rho)\eta$ and costs $B\eta^2/2$, so $\eta=\epsilon_0E^2(dk/d\ln\rho)/2B$. For 0.7 V across 20 nm, or 0.35 MV/cm, and an assumed bulk modulus $B=6$ GPa, the resulting change in $k$ is about $3\times10^{-6}$. If the lines can move, their mutual attraction also compresses the film and raises this to the order of $10^{-5}$, which is still negligible.

## Values computed for the example and the checks

```
film: k = 2.7, n = 1.4, density = 1.3 g/cm3
chosen exponents: electronic 0.2, ionic 0.5
x total = 0.3617, electronic = 0.2424, ionic = 0.1193
electronic fraction of x = 0.6702
effective s = 0.2989
dk/dln(density), fixed polarizability = 2.6633
dk/dln(density), with effective s = 1.8672
dn/dln(density) = 0.3621
densification = 2.0 percent, log step = 0.01980
change of k, fixed polarizability, finite step = 0.05388
change of k, two mechanisms, finite step = 0.03754
change of k, linear in log density = 0.03698
remainder beyond linear = 0.000566
change of refractive index = 0.00725
lines: height 40 nm, gap 20 nm, 0.7 V
sidewall capacitance before = 47.813 aF/um
capacitance change from k, with s = 0.665 aF/um
capacitance change from k, fixed = 0.954 aF/um
hard cell: s = 1.33333, alpha/R^4 = 0.03634 a.u.
bound electron in cell, hbar*omega = 4.0 eV:
  R = 0.25 nm: k = 1.5035, s = 1.0990, dk/dln(density) = -0.0582
  R = 0.35 nm: k = 1.4325, s = 0.5593, dk/dln(density) = 0.2181
  R = 0.60 nm: k = 1.0984, s = 0.0002, dk/dln(density) = 0.1016
pore closure: dk/dln(density) = 2.1516
pore closure: apparent s = 0.1922
pore closure: linear change of k = 0.04261
share slope along [001]: sc 1.0099, fcc 0.0630
share slope, isotropic average = 0.2667
clamped film, normal field: dk/dln(density) = 2.6378
clamped film, in-plane field: dk/dln(density) = 1.4818
clamped film, normal: linear change of k = 0.05224
clamped film, in-plane: linear change of k = 0.02934
water: 0.1 percent by mass, 300 K, dipole 1.9 D, polarizability 1.5 A^3
water: number density = 4.349e+19 cm^-3
water: orientational polarizability = 29.05 A^3
water: change of k, upper estimate = 0.0413
heating 100 K, volume expansion 40 ppm/K: change of k = -0.00745
field in gap = 0.350 MV/cm
electrostriction, bulk modulus 6 GPa: change of k = 3.15e-06
```
